# Internal strain in the Keating model of silicon: a numerical check

```python
"""Keating model of silicon: Kleinman internal-strain parameter.

Result under test: zeta = (alpha - beta)/(alpha + beta), where
  E = 3 alpha/(8 d^2) sum_bonds (r^2-d^2)^2
    + 3 beta/(8 d^2) sum_angles (ri.rj+d^2/3)^2,
each bond and angle counted once. d is the bond length, b = a0/4, and the
second sublattice shifts relative to the first by u_x = -zeta*b*gamma_yz
(and cyclic), where gamma_yz = 2*strain_yz.
Units: nm, N/m, aJ; hence aJ/nm^2 = N/m and aJ/nm^3 = GPa.
The tests relax an eight-atom periodic crystal with the nonlinear energy.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import least_squares
from pyscf.data.elements import MASSES

alpha, beta = 48.5, 13.8
a0 = sc.physical_constants["lattice parameter of silicon"][0] * 1e9
b = a0 / 4
d = np.sqrt(3) * b
volume = a0**3
identity = np.eye(3)

# Periodic crystal: atoms 0-3 on the first sublattice, 4-7 on the second.
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
sites = np.vstack([fcc, fcc + 0.25])
separation = sites[None, :, :] - sites[:, None, :]
separation -= np.round(separation)
distance = np.linalg.norm(separation, axis=2)
neighbour = np.argsort(distance, axis=1)[:, 1:5]
rest_bonds = a0 * separation[np.arange(8)[:, None], neighbour]
assert np.allclose(np.linalg.norm(rest_bonds, axis=2), d)
first, second = np.triu_indices(4, 1)


def bond_vectors(deformation, shifts):
    return (rest_bonds @ deformation.T + shifts[neighbour]
            - shifts[:, None, :])


def residuals(deformation, shifts, al, be):
    """Half the sum of squares is the Keating energy of eight atoms."""
    r = bond_vectors(deformation, shifts)
    stretch = np.sum(r[:4]**2, axis=2) - d**2
    products = np.einsum("aik,ajk->aij", r, r)[:, first, second]
    bend = products + d**2 / 3
    return np.concatenate([np.sqrt(3 * al / 4) / d * stretch.ravel(),
                           np.sqrt(3 * be / 4) / d * bend.ravel()])


def energy(deformation, shifts, al=alpha, be=beta):
    return 0.5 * np.sum(residuals(deformation, shifts, al, be)**2)


def unpack(free):
    return np.vstack([np.zeros(3), free.reshape(7, 3)])


def minimise(function, size):
    result = least_squares(function, np.zeros(size), jac="3-point",
                           xtol=1e-14, ftol=1e-15, gtol=1e-15)
    assert result.success
    return result.x


def sublattice_shift(shifts):
    return shifts[4:].mean(axis=0) - shifts[:4].mean(axis=0)


def relax(strain, al=alpha, be=beta):
    deformation = identity + strain
    free = minimise(
        lambda x: residuals(deformation, unpack(x), al, be), 21)
    shifts = unpack(free)
    return (sublattice_shift(shifts),
            energy(deformation, shifts, al, be) / volume)


def zeta_formula(al, be):
    return (al - be) / (al + be)


# Internal-strain parameter for several ratios, including a negative one.
small = 1e-4
shear = np.zeros((3, 3))
shear[1, 2] = shear[2, 1] = 0.5
measured_zeta = []
for al, be in [(alpha, beta), (10., 25.), (30., 30.), (60., 5.)]:
    plus, _ = relax(small * shear, al, be)
    minus, _ = relax(-small * shear, al, be)
    found = -(plus - minus) / (2 * small * b)
    assert np.allclose(found, [zeta_formula(al, be), 0, 0], atol=2e-5)
    measured_zeta.append(found[0])
zeta = zeta_formula(alpha, beta)
assert abs(zeta - 0.56) < 0.005

# A general strain: diagonal parts must not move the sublattices.
general = np.array([[.7, .2, -.5], [.2, -.4, .3], [-.5, .3, .9]])
plus, _ = relax(small * general)
minus, _ = relax(-small * general)
gammas = 2 * np.array([general[1, 2], general[0, 2], general[0, 1]])
assert np.allclose((plus - minus) / (2 * small), -zeta * b * gammas,
                   atol=3e-6)


# Elastic constants from relaxed energy densities.
def curvature(strain):
    return sum(relax(sign * small * strain)[1]
               for sign in (1, -1)) / small**2


c11 = (alpha + 3 * beta) / (4 * b)
c12 = (alpha - beta) / (4 * b)
c44 = alpha * beta / (b * (alpha + beta))
c44_clamped = (alpha + beta) / (4 * b)
c11_num = curvature(np.diag([1., 0., 0.]))
c12_num = curvature(np.diag([1., 1., 0.])) / 2 - c11_num
c44_num = curvature(shear)
clamped_num = sum(energy(identity + s * small * shear, np.zeros((8, 3)))
                  for s in (1, -1)) / (volume * small**2)
assert np.allclose([c11_num, c12_num, c44_num, clamped_num],
                   [c11, c12, c44, c44_clamped], rtol=1e-4)
assert abs(c44_num / clamped_num - (1 - zeta**2)) < 1e-4

# Optical mode: at rest all residuals vanish, so the Hessian is J^T J.
step = 1e-5
columns = []
for k in range(24):
    move = np.zeros(24)
    move[k] = step
    move = move.reshape(8, 3)
    columns.append((residuals(identity, move, alpha, beta)
                    - residuals(identity, -move, alpha, beta)) / (2 * step))
jacobian = np.array(columns).T
hessian = jacobian.T @ jacobian
pattern = np.zeros((8, 3))
pattern[:4, 0], pattern[4:, 0] = -1, 1
pattern = pattern.ravel()
mode_stiffness = 8 * (alpha + beta)
assert np.allclose(hessian @ pattern, mode_stiffness * pattern,
                   atol=1e-4 * mode_stiffness)
mass = MASSES[14] * sc.atomic_mass
omega = np.sqrt(mode_stiffness / mass)
wavenumber = omega / (2 * np.pi * sc.c * 100)

# Coherent (111) film with a stress-free surface.
normal = np.ones(3) / np.sqrt(3)
projector = np.outer(normal, normal)
normal_index = np.argmax(rest_bonds[0] @ normal)


def film(in_plane):
    def deformation(out):
        return (identity + in_plane * (identity - projector)
                + out * projector)
    x = minimise(lambda y: residuals(deformation(y[0]), unpack(y[1:]),
                                     alpha, beta), 22)
    shifts = unpack(x[1:])
    lengths = np.linalg.norm(bond_vectors(deformation(x[0]), shifts)[0],
                             axis=1)
    values = np.array([x[0], sublattice_shift(shifts) @ normal,
                       lengths[normal_index] - d,
                       np.delete(lengths, normal_index).mean() - d])
    return values, energy(deformation(x[0]), shifts) / volume


bulk_sum = c11 + 2 * c12
denominator = bulk_sum + 4 * c44
out_ratio = -2 * (bulk_sum - 2 * c44) / denominator
gamma_ratio = 2 * (out_ratio - 1) / 3
shift_ratio = -zeta * d * gamma_ratio
normal_ratio = d * beta * zeta / (b * denominator)
inclined_ratio = d * ((2 + out_ratio) / 3 - (1 - zeta) * gamma_ratio / 3)
film_modulus = 6 * c44 * bulk_sum / denominator
up, energy_up = film(small)
down, energy_down = film(-small)
assert np.allclose((up - down) / (2 * small),
                   [out_ratio, shift_ratio, normal_ratio, inclined_ratio],
                   atol=2e-5)
assert abs((energy_up + energy_down) / (2 * small**2)
           / film_modulus - 1) < 1e-4
film_strain = 0.01
finite, _ = film(film_strain)

# Einstein estimate of relative motion, then average the Keating energy.
temperature = 300.0
reduced_mass = mass / 2
spread = 1e9 * np.sqrt(sc.hbar / (2 * reduced_mass * omega)
                       / np.tanh(sc.hbar * omega
                                 / (2 * sc.k * temperature)))


def averaged_energy(ux, gamma, sigma):
    # Three Gaussian nodes per axis are exact for this quartic energy.
    nodes = np.sqrt(3) * sigma * np.array([-1, 0, 1])
    weights = np.array([1, 4, 1]) / 6
    total = 0.0
    for i, j, k in itertools.product(range(3), repeat=3):
        shifts = np.zeros((8, 3))
        shifts[4:] = [ux + nodes[i], nodes[j], nodes[k]]
        total += (weights[i] * weights[j] * weights[k]
                  * energy(identity + gamma * shear, shifts) / 4)
    return total


def response(sigma):
    h, g = 1e-4, 1e-3
    stiffness = (averaged_energy(h, 0, sigma)
                 - 2 * averaged_energy(0, 0, sigma)
                 + averaged_energy(-h, 0, sigma)) / h**2
    coupling = sum(s * t * averaged_energy(s * h, t * g, sigma)
                   for s in (1, -1) for t in (1, -1)) / (4 * h * g * b)
    return stiffness, coupling


optical_k, coupling_l = response(0.0)
assert np.allclose([optical_k, coupling_l],
                   [4 * (alpha + beta), 4 * (alpha - beta)], rtol=1e-4)
thermal_k, thermal_l = response(spread)
rough_wavenumber = 520.0
softened_zeta = zeta * (wavenumber / rough_wavenumber)**2

print(f"Keating alpha: {alpha:.1f} N/m")
print(f"Keating beta: {beta:.1f} N/m")
print(f"alpha - beta: {alpha-beta:.1f} N/m")
print(f"alpha + beta: {alpha+beta:.1f} N/m")
print(f"lattice constant a0: {a0:.5f} nm")
print(f"b = a0/4: {b:.5f} nm")
print(f"bond length d: {d:.5f} nm")
print(f"zeta, formula: {zeta:.5f} (dimensionless)")
print(f"zeta, relaxed crystal: {measured_zeta[0]:.5f} (dimensionless)")
print(f"zeta if 48.5 N/m is 3*alpha: {zeta_formula(alpha/3, beta):.3f}")
print(f"optical stiffness K: {optical_k:.1f} N/m")
print(f"strain coupling L: {coupling_l:.1f} N/m")
print(f"C11: {c11:.1f} GPa")
print(f"C12: {c12:.1f} GPa")
print(f"C44, relaxed: {c44:.1f} GPa")
print(f"C44, clamped: {c44_clamped:.1f} GPa")
print(f"C44 relaxed/clamped: {c44/c44_clamped:.4f}")
print(f"silicon atomic mass: {MASSES[14]:.3f} u")
print(f"model optical wavenumber: {wavenumber:.1f} cm^-1")
print(f"film in-plane strain: {100*film_strain:.2f} %")
print(f"film normal strain, linear: {100*film_strain*out_ratio:.4f} %")
print(f"film shear gamma, linear: {100*film_strain*gamma_ratio:.4f} %")
print(f"film stress, linear: {film_strain*film_modulus:.3f} GPa")
print(f"sublattice shift, linear: {1000*film_strain*shift_ratio:.4f} pm")
print(f"normal bond change, linear: {1000*film_strain*normal_ratio:.4f} pm")
print("inclined bond change, linear: "
      f"{1000*film_strain*inclined_ratio:.4f} pm")
print(f"normal strain, nonlinear: {100*finite[0]:.4f} %")
print(f"sublattice shift, nonlinear: {1000*finite[1]:.4f} pm")
print(f"normal bond change, nonlinear: {1000*finite[2]:.4f} pm")
print(f"inclined bond change, nonlinear: {1000*finite[3]:.4f} pm")
print(f"temperature: {temperature:.0f} K")
print(f"Einstein rms relative motion per axis: {1000*spread:.2f} pm")
print(f"zeta with Gaussian motion: {thermal_l/thermal_k:.4f}")
print(f"zeta with beta lowered 10%: {zeta_formula(alpha, .9*beta):.4f}")
print(f"zeta with beta raised 10%: {zeta_formula(alpha, 1.1*beta):.4f}")
print(f"rough measured optical wavenumber: {rough_wavenumber:.0f} cm^-1")
print(f"zeta with K softened, L fixed: {softened_zeta:.3f}")
print("OK")
```

Output:

```
Keating alpha: 48.5 N/m
Keating beta: 13.8 N/m
alpha - beta: 34.7 N/m
alpha + beta: 62.3 N/m
lattice constant a0: 0.54310 nm
b = a0/4: 0.13578 nm
bond length d: 0.23517 nm
zeta, formula: 0.55698 (dimensionless)
zeta, relaxed crystal: 0.55698 (dimensionless)
zeta if 48.5 N/m is 3*alpha: 0.079
optical stiffness K: 249.2 N/m
strain coupling L: 138.8 N/m
C11: 165.5 GPa
C12: 63.9 GPa
C44, relaxed: 79.1 GPa
C44, clamped: 114.7 GPa
C44 relaxed/clamped: 0.6898
silicon atomic mass: 28.085 u
model optical wavenumber: 548.8 cm^-1
film in-plane strain: 1.00 %
film normal strain, linear: -0.4430 %
film shear gamma, linear: -0.9620 %
film stress, linear: 2.283 GPa
sublattice shift, linear: 1.2601 pm
normal bond change, linear: 0.2183 pm
inclined bond change, linear: 1.5546 pm
normal strain, nonlinear: -0.4445 %
sublattice shift, nonlinear: 1.2594 pm
normal bond change, nonlinear: 0.2140 pm
inclined bond change, nonlinear: 1.5652 pm
temperature: 300 K
Einstein rms relative motion per axis: 5.03 pm
zeta with Gaussian motion: 0.5542
zeta with beta lowered 10%: 0.5923
zeta with beta raised 10%: 0.5232
rough measured optical wavenumber: 520 cm^-1
zeta with K softened, L fixed: 0.620
OK
```
